# Free-Molecular Transmission Through a Long Wide Slot and Its Logarithm

## First half: from single flights to an upper bound

### A flux that falls too slowly

A vapour at 500 K and 0.1 Pa enters a slot between two parallel plates 500 nm apart. The plates do not consume it, and the far end is pumped empty. When the slot is 50 µm long, a fraction 0.0471 of the entering molecules comes out at the far end. When it is 500 µm long, the fraction is 0.00705. The length has grown by a factor of 10, but the flux has fallen by a factor of only 6.68.

Ordinary diffusion through a long channel would give a factor close to 10, since the flux would be a fixed diffusivity times a concentration difference divided by the length. Here the diffusivity inferred from the flux is 1.50 times larger in the longer slot, although gap, temperature and molecule are the same. The explanation lies in the flights that run almost parallel to the plates.

### The model

Let $w$ be the gap, $L$ the length and $a=L/w$. The coordinate $x$ runs along the slot from the inlet at $x=0$ to the outlet at $x=L$, $y$ runs across the gap, and $z$ is the lateral direction. The assumptions are these.

- The lateral width is much greater than $L$, so side walls play no part.
- The mean free path is much greater than $L$. It is not enough that it exceeds $w$, because flights as long as the slot will matter.
- A molecule that hits a plate leaves again from the same place, with no memory of its arrival and with the cosine law: the probability per solid angle is $\cos\vartheta/\pi$, where $\vartheta$ is the angle from the normal. None is lost.
- The gas entering at $x=0$ also has the cosine distribution about the $x$ axis, and nothing enters at $x=L$.

The transmission probability $W$ is the fraction of entering molecules that leaves at $x=L$. The result to be shown is

$$
W=\frac{w}{L}\left[\ln\frac{2L}{w}-\frac12+O\!\left(\frac1{\ln(L/w)}\right)\right],\qquad \frac Lw\to\infty. \tag{1}
$$

Its leading form is $(w/L)\ln(L/w)$.

### How far one flight goes

Take a molecule leaving the lower plate. Describe its direction by the angle $\alpha$ from the $z$ axis and by the angle $\theta$ of its projection on the $x$–$y$ plane, measured from the plate normal. Then $d\Omega=\sin\alpha\,d\alpha\,d\theta$, and the direction cosine along the normal is $\sin\alpha\cos\theta$. Integration of the cosine law over $\alpha$ gives the probability density of $\theta$:

$$
\frac{\cos\theta}{\pi}\int_0^\pi\sin^2\alpha\,d\alpha=\frac{\cos\theta}{\pi}\,\frac{\pi}{2}=\frac12\cos\theta,\qquad -\frac\pi2<\theta<\frac\pi2 .
$$

The molecule reaches the other plate displaced by $s=w\tan\theta$ along the slot. Since $ds=w\,d\theta/\cos^2\theta$ and $\cos\theta=w/\sqrt{w^2+s^2}$, the density of $s$ is

$$
k(s)=\frac{\cos^3\theta}{2w}=\frac{w^2}{2(w^2+s^2)^{3/2}}. \tag{2}
$$

It is even and integrates to one. Two integrals of it will be needed. Because $\frac{d}{ds}\frac{s}{\sqrt{s^2+w^2}}=\frac{w^2}{(s^2+w^2)^{3/2}}$, the probability of a forward displacement greater than $x$ is

$$
T(x)=\int_x^\infty k(s)\,ds=\frac12\left[1-\frac{x}{\sqrt{x^2+w^2}}\right]. \tag{3}
$$

The function $\frac12(u-\sqrt{u^2+w^2})$ has derivative $T(u)$ and vanishes as $u\to\infty$. Hence

$$
G(x)=\int_x^\infty T(u)\,du=\frac12\left[\sqrt{x^2+w^2}-x\right]=\frac{w^2}{2(\sqrt{x^2+w^2}+x)}. \tag{4}
$$

For large $x$ this is close to $w^2/(4x)$.

### The second moment that does not settle

In a random walk the diffusivity is set by the mean square step. Count only steps with $|s|<\Lambda$ and write $s^2=(s^2+w^2)-w^2$:

$$
\begin{aligned}
V(\Lambda)&=\int_{-\Lambda}^{\Lambda}s^2k(s)\,ds
=w^2\int_0^\Lambda\left[\frac{1}{\sqrt{s^2+w^2}}-\frac{w^2}{(s^2+w^2)^{3/2}}\right]ds\\
&=w^2\left[\operatorname{arsinh}\frac{\Lambda}{w}-\frac{\Lambda}{\sqrt{\Lambda^2+w^2}}\right]. 
\end{aligned}\tag{5}
$$

For $\Lambda\gg w$ this becomes $w^2[\ln(2\Lambda/w)-1]$. Every further factor of ten in $\Lambda$ adds $w^2\ln10$, without end. Long flights are rare, with a probability $2T(\Lambda)\approx w^2/(2\Lambda^2)$ of exceeding $\Lambda$, but their squared length compensates for their rarity. Such a flight makes an angle of about $w/s$ with the plates in the $x$–$y$ projection, so it is a grazing flight.

This already suggests where the logarithm comes from. Suppose that the wall flux falls linearly from 1 to 0 over the length $L$. Flights of length $s$ that cross a given plane start within a distance $s$ of it. The fluxes at the two ends of such a flight differ by $s/L$, so the forward and backward crossings do not cancel. Summed over both plates, the net flux per unit lateral width is

$$
2\int_0^\Lambda k(s)\,s\,\frac sL\,ds=\frac{V(\Lambda)}{L}.
$$

The slot itself provides the largest useful $\Lambda$, about $L$. Division by the entering flux $w$ gives $W\approx(w/L)\ln(L/w)$. This estimate assumes a linear profile and treats the ends roughly. The rest of the derivation removes both defects.

### The balance on the walls

Let $\varphi(x)$ be the number of molecules striking a plate per area and time at $x$, divided by the corresponding flux at the inlet. It is the same on both plates by symmetry.

The two openings can be replaced by walls. A surface that emits by the cosine law has the same intensity in every direction, where intensity means flux per solid angle and per area perpendicular to the direction. Intensity is unchanged along a free flight. Now continue both plates to $x<0$ and let them emit with $\varphi=1$. Looking back from the inlet, every line of sight, apart from directions parallel to the plates, which have zero weight, ends on such a wall. The gas crossing $x=0$ therefore has the prescribed cosine distribution with unit flux. Likewise, plates continued to $x>L$ with $\varphi=0$ send nothing back.

In steady state each element of wall emits what it receives, so for $0<x<L$

$$
\varphi(x)=\int_{-\infty}^{\infty}k(x-x')\varphi(x')\,dx'
=T(x)+\int_0^Lk(x-x')\varphi(x')\,dx'. \tag{6}
$$

The term $T(x)$ is the supply from the continued wall at $x'<0$. The equation has one bounded solution: the integral of $k(x-x')$ over $0<x'<L$ is $1-T(x)-T(L-x)$, which stays below one by a fixed amount on the finite slot, so repeated substitution converges.

The flux out of the far end consists of direct passage and of last flights from the walls. With both plates counted,

$$
wW=2G(L)+2\int_0^L\varphi(x)\,T(L-x)\,dx. \tag{7}
$$

Here direct passage is $2\int_{-\infty}^0T(L-x')\,dx'=2G(L)$. Its share of the entering molecules is $\sqrt{1+a^2}-a\approx1/(2a)$. It therefore contributes about $1/2$ to the product $aW$, and cannot by itself produce a logarithm.

Equations (6) and (7) were tested against simulated three-dimensional flights at $a=20$. The simulation gave $W=0.1547\pm0.0007$ and the integral equation $0.1539$. For direct passage the two values were $0.0248$ and $0.0250$.

### The flux as a minimum

For any function $f$ define

$$
E[f]=\int\!\!\int k(x-x')\,[f(x)-f(x')]^2\,dx\,dx', \tag{8}
$$

with both integrals over the whole line. Among functions equal to 1 for $x<0$ and 0 for $x>L$, the smallest value of $E$ is $wW$. This takes two steps.

First, let $\varphi$ solve (6) and let $\psi$ vanish outside the slot. Expanding the square gives

$$
E[\varphi+\psi]=E[\varphi]+E[\psi]+2\int\!\!\int k(x-x')[\varphi(x)-\varphi(x')][\psi(x)-\psi(x')]\,dx\,dx'.
$$

Exchange of $x$ and $x'$ shows that the terms with $\psi(x)$ and with $-\psi(x')$ are equal. The last term is therefore

$$
4\int_0^L\psi(x)\left[\varphi(x)-\int k(x-x')\varphi(x')\,dx'\right]dx=0
$$

by (6). Thus

$$
E[\varphi+\psi]=E[\varphi]+E[\psi]\ge E[\varphi]. \tag{9}
$$

Second, the same exchange turns the minimum into

$$
E[\varphi]=2\int\varphi(x)\int k(x-x')[\varphi(x)-\varphi(x')]\,dx'\,dx .
$$

The points $0<x<L$ contribute nothing, by (6), and the points $x>L$ contribute nothing because $\varphi=0$ there. For $x<0$ we have $\varphi=1$, and the bracket vanishes unless $x'>0$:

$$
E[\varphi]=2\int_{-\infty}^0\!dx\int_0^\infty\!k(x-x')[1-\varphi(x')]\,dx'
=2G(0)-2\int_0^L\varphi(x')T(x')\,dx'. \tag{10}
$$

Since $2G(0)=w$, this is the entering flux minus the returning flux. To see that it equals the transmitted flux, integrate (6) over the slot. With $\int_0^Lk(x-x')\,dx=1-T(x')-T(L-x')$ the result is

$$
\int_0^L\varphi(x)[T(x)+T(L-x)]\,dx=\int_0^LT(x)\,dx=G(0)-G(L).
$$

Multiply by 2 and use (7): the returning flux plus $wW-2G(L)$ equals $w-2G(L)$. Hence $E[\varphi]=wW$.

### A straight profile gives an upper bound

Any trial profile gives at least the true flux. Take $\varphi_0(x)=1-x/L$ inside the slot, with 1 before it and 0 after it, and write $E[\varphi_0]=wW_{\rm lin}$. Grouping pairs of points by their distance $s$ gives

$$
wW_{\rm lin}=2\int_0^\infty k(s)M(s)\,ds,\qquad M(s)=\int[\varphi_0(x)-\varphi_0(x+s)]^2dx .
$$

For $s<L$, pairs that straddle one end contribute $\int_0^s(u/L)^2du=s^3/(3L^2)$ at each end. Pairs wholly inside contribute $(L-s)s^2/L^2$. Their sum is

$$
M(s)=\frac{s^2}{L}-\frac{s^3}{3L^2}\qquad(s<L).
$$

For $s>L$, pairs with one member inside contribute $L/3$ for each end, and pairs that span the slot contribute $s-L$. So $M(s)=s-L/3$.

Measure lengths in units of $w$ and put $R=\sqrt{1+a^2}$. The integrals needed are

$$
\int_0^a\!\frac{s^2\,ds}{(1+s^2)^{3/2}}=\operatorname{arsinh}a-\frac aR,\qquad
\int_0^a\!\frac{s^3\,ds}{(1+s^2)^{3/2}}=R+\frac1R-2,
$$

$$
\int_a^\infty\!\frac{s\,ds}{(1+s^2)^{3/2}}=\frac1R,\qquad
\int_a^\infty\!\frac{ds}{(1+s^2)^{3/2}}=1-\frac aR .
$$

The second follows from $s^3=s(1+s^2)-s$. On insertion, the term $-1/R$ from the first integral, after division by $a$, cancels the $+1/R$ from the third:

$$
W\le W_{\rm lin}=\frac{\operatorname{arsinh}a}{a}-\frac{R+1/R-2}{3a^2}-\frac a3\left(1-\frac aR\right). \tag{11}
$$

Now multiply by $a$ and let $a$ be large. The three terms become $\ln(2a)+O(a^{-2})$, then $-\frac13+\frac{2}{3a}+O(a^{-2})$, and then $-\frac16+O(a^{-2})$, because $1-a/R=1/(2a^2)+O(a^{-4})$. Therefore

$$
aW_{\rm lin}=\ln(2a)-\frac12+O\!\left(\frac1a\right). \tag{12}
$$

The closed form (11) was tested against direct numerical evaluation of (8) at $a=2$ and $a=8$. It bounds $W$ from above. A logarithmic upper bound alone would still allow a smaller true flux, so a bound from below is needed.

## Second half: the lower bound and what it means

### What is carried over

The gap is $w$, the length is $L$ and $a=L/w$. The density of axial flight length is $k(s)=w^2/[2(w^2+s^2)^{3/2}]$. Its tail is $T(x)=\int_x^\infty k\,ds$, and $G(x)=\int_x^\infty T\,du=w^2/[2(\sqrt{x^2+w^2}+x)]$. The second moment of flights shorter than $\Lambda$ is $V(\Lambda)=w^2[\operatorname{arsinh}(\Lambda/w)-\Lambda/\sqrt{\Lambda^2+w^2}]$.

The relative wall flux $\varphi$ is 1 before the slot and 0 after it, and minimizes $E[f]=\iint k(x-x')[f(x)-f(x')]^2dx\,dx'$. The minimum is $wW$. The straight profile $\varphi_0=1-x/L$ gives $E[\varphi_0]=wW_{\rm lin}\ge wW$, with $aW_{\rm lin}=\ln(2a)-\frac12+O(1/a)$. It remains to show that $a(W_{\rm lin}-W)$ tends to zero.

### How the straight profile fails to balance

For $0<x<L$ let

$$
r(x)=\int k(x-x')[\varphi_0(x')-\varphi_0(x)]\,dx'
$$

be the excess of molecules received over molecules emitted. A straight line continued over all $x'$ would give zero, because $k$ is even and $\int|s|k\,ds$ is finite. The actual profile stops at 1 on the left. A point at distance $s>x$ to the left is therefore lower than the continued line by $(s-x)/L$. Integration by parts gives $\int_x^\infty(s-x)k(s)\,ds=\int_x^\infty T(s)\,ds=G(x)$. On the right the profile stops at 0 and lies above the continued line. Hence

$$
r(x)=\frac{G(L-x)-G(x)}{L},\qquad r(L-x)=-r(x). \tag{13}
$$

Now change the profile by $\psi$, which vanishes outside the slot. Expanding the square, as was done for the minimum, gives $E[\varphi_0+\psi]=wW_{\rm lin}+E[\psi]-4\int r\psi\,dx$. The least value over all $\psi$ is $wW$, so

$$
w(W_{\rm lin}-W)=\sup_\psi\left\{4\int r\psi\,dx-E[\psi]\right\}. \tag{14}
$$

### The bound in Fourier space

Write $\hat f(q)=\int f(x)e^{-iqx}dx$, so that $\int f^2dx=\int|\hat f|^2dq/2\pi$. Since $k$ integrates to one,

$$
E[\psi]=2\int\psi^2dx-2\int\!\!\int k(x-x')\psi(x)\psi(x')\,dx\,dx'
=2\int[1-\hat k(q)]\,|\hat\psi(q)|^2\frac{dq}{2\pi}. \tag{15}
$$

Because $\psi=0$ outside the slot, $r$ may be continued there by any convenient function. Call the continued function $\tilde r$. For each $q$, completing the square gives

$$
4\,{\rm Re}(\hat{\tilde r}^{\,*}\hat\psi)-2(1-\hat k)|\hat\psi|^2\le\frac{2|\hat{\tilde r}|^2}{1-\hat k},
$$

and therefore

$$
0\le w(W_{\rm lin}-W)\le 2\int\frac{|\hat{\tilde r}(q)|^2}{1-\hat k(q)}\frac{dq}{2\pi}. \tag{16}
$$

The denominator contains the same long flights as before. For $|t|\le\pi$ we have $1-\cos t=2\sin^2(t/2)\ge2t^2/\pi^2$. Keeping only flights with $|s|<\pi/|q|$ gives

$$
1-\hat k(q)=\int k(s)(1-\cos qs)\,ds\ge\frac{2q^2}{\pi^2}\,V\!\left(\frac{\pi}{|q|}\right). \tag{17}
$$

At long wavelengths the cost of a change in profile thus carries a logarithm, and this keeps the correction small.

### Choosing the continuation

Put $F(x)=\int_{L/2}^xr(u)\,du$. It vanishes at mid-slot and is symmetric about it. Reflect $F$ evenly about $x=0$ and about $x=L$, over a distance $L/2$ each time, and set it to zero beyond. The resulting $\tilde F$ is continuous, since it has reached $F(L/2)=0$ where it is cut off. Its derivative is $\tilde r$, an odd reflection of $r$ about each end, so $|\hat{\tilde r}|^2=q^2|\hat{\tilde F}|^2$.

Formula (4) gives $G(x)\le w^2/(4x)$ and $G(x)\le w/2$. As $G$ decreases, $|r(x)|\le G(x)/L$ for $0<x<L/2$. There

$$
|F(x)|\le\int_x^{L/2}\frac{w^2}{4Lu}\,du=\frac{w^2}{4L}\ln\frac{L}{2x}.
$$

Since $\int_0^1\ln^2t\,dt=2$, this leads to

$$
\int\tilde F^2dx=4\int_0^{L/2}F^2dx\le4\,\frac{w^4}{16L^2}\,\frac L2\,2=\frac{w^4}{4L}. \tag{18}
$$

### Three ranges of wave number

**Long waves,** $|q|<1/\sqrt{wL}$. As $V$ increases with its argument, (17) involves at least $V(\pi\sqrt{wL})$. With $\operatorname{arsinh}z\ge\ln2z$,

$$
V(\pi\sqrt{wL})\ge w^2\left[\tfrac12\ln a+\ln(2\pi)-1\right]\ge\tfrac12w^2\ln a .
$$

Thus $1-\hat k\ge q^2w^2\ln a/\pi^2$. The factor $q^2$ cancels in (16), and (18) bounds this range by

$$
\frac{2\pi^2}{w^2\ln a}\int\tilde F^2dx\le\frac{w^2}{L}\,\frac{\pi^2}{2\ln a}.
$$

**Intermediate waves,** $1/\sqrt{wL}<|q|<1/w$. Here (17) gives $1-\hat k\ge c_1w^2q^2$, where $c_1=2V(\pi w)/(\pi^2w^2)$ is a positive number. The transform is bounded by the integral of the absolute value:

$$
|\hat{\tilde r}|\le4\int_0^{L/2}|r|\,dx\le\frac4L\left[\int_0^w\frac w2\,dx+\int_w^{L/2}\frac{w^2}{4x}\,dx\right]\le\frac{w^2}{L}(2+\ln a).
$$

Both signs of $q$ together give $2\int_{1/\sqrt{wL}}^\infty dq/q^2=2\sqrt{wL}$. The contribution is at most

$$
\frac{2}{c_1w^2}\,\frac{w^4}{L^2}(2+\ln a)^2\,\frac{2\sqrt{wL}}{2\pi}
=\frac{w^2}{L}\,\frac{2(2+\ln a)^2}{\pi c_1\sqrt a}.
$$

**Short waves,** $|q|>1/w$. The function $1-\hat k$ is continuous, positive for $q\ne0$, and tends to one at large $|q|$. In this range it therefore exceeds a positive number $c_0$. Moreover

$$
\int\tilde r^2dx\le\frac4{L^2}\int_0^\infty G^2dx\le\frac4{L^2}\left(\frac{w^3}{4}+\frac{w^3}{16}\right)=\frac{5w^3}{4L^2},
$$

so the contribution is at most $(w^2/L)\,5/(2c_0a)$.

Add the three and multiply by $L/w^2$:

$$
0\le a(W_{\rm lin}-W)\le\frac{\pi^2}{2\ln a}+O\!\left(\frac{\ln^2a}{\sqrt a}\right). \tag{19}
$$

With the known form of $W_{\rm lin}$ this proves

$$
aW=\ln(2a)-\frac12+O\!\left(\frac1{\ln a}\right). \tag{20}
$$

### How good the formula is

Numerical solution of the wall balance gives the following values.

| $L/w$ | $(L/w)W$ | $\ln(2L/w)-\frac12$ |
|---|---|---|
| 100 | 4.709 | 4.798 |
| 1000 | 7.053 | 7.101 |
| 4000 | 8.452 | 8.487 |

Relative to the numerical solution, the formula is high by 1.9%, 0.7% and 0.4%. The difference $a(W_{\rm lin}-W)$ is 0.096, 0.049 and 0.035. The right side of (16), evaluated numerically with the continuation above and multiplied by $L/w^2$ so that it bounds $a(W_{\rm lin}-W)$, is about 0.15, 0.10 and 0.08, so the inequality holds in all three cases. At $a=100\,000$, where the wall balance was not solved, the two bounds place $aW$ between 11.65 and 11.71.

The bare logarithm is also close: $aW/\ln a$ falls from 1.023 to 1.019 over the table. It approaches one slowly, because the constant $\ln2-\frac12$ is divided only by $\ln a$.

### Which flights carry the gas

The constant in (20) can be traced in the straight-profile calculation. The term $s^2/L$ in $M(s)$, taken up to $s=L$, gives $\ln(2a)-1$. The loss of contrast for pairs that straddle an end gives $-\frac13$. Flights longer than $L$ give $+\frac56$, of which $\frac12$ is direct passage. The sum is $\ln(2a)-\frac12$.

The logarithm belongs to the first term. For flight lengths well above $w$ and well below $L$, each factor of ten contributes about the same amount, $\ln10$, to $aW$. No single length dominates, and that is why no fixed step length can represent the motion.

This causal statement can be tested by removing the long flights. Let every flight longer than $\Lambda$ end where it began, so that molecules are conserved but make no long steps. In this test $W$ denotes the transmitted flux divided by $w$, the entering flux before the long flights were removed. The second moment is then finite. Far from the ends a straight profile balances, with flux $V(\Lambda)/L'$ per unit lateral width, where $L'$ is the length over which it would fall from 1 to 0. The ends can only shift $L'$ from $L$ by an amount that no longer depends on $L$ once $L\gg\Lambda$. Hence $1/W$ grows linearly with $a$, and the increment of $a$ divided by the increment of $1/W$ is $V(\Lambda)/w^2$.

For $\Lambda=10.125\,w$ the formula gives $V/w^2=2.0154$. The numerical increments give 2.0256, both between $a=100$ and 200 and between 200 and 1000. The difference of 0.010 comes from the mesh. Spreading both ends of a flight uniformly over cells of size $w/4$ adds twice the variance of a uniform distribution, $2(w/4)^2/12\approx0.010\,w^2$, to the mean square step. In the slot with all its flights, the same quotient rises from 7.47 between $a=100$ and 1000 to 9.05 between 1000 and 4000. Without long flights the ordinary law returns; with them it does not.

### What remains of diffusion

The profile does become straight. Let $\psi=\varphi-\varphi_0$ be its true deviation. By (9), $E[\psi]=w(W_{\rm lin}-W)$, which (19) bounds.

To turn this into a bound on $\psi$, note that $|\hat\psi|^2\le L\int\psi^2dx$, because $\psi$ lives on a length $L$. Wave numbers below $\pi/(2L)$ therefore carry at most half of $\int\psi^2dx$. For the others, and for large $a$, the estimates of the three ranges give $1-\hat k\ge w^2\ln a/(4L^2)$. Equation (15) then yields

$$
E[\psi]\ge\frac{w^2\ln a}{4L^2}\int\psi^2dx,
\qquad\text{so}\qquad
\frac1L\int_0^L\psi^2dx\le\frac{4L}{w^2\ln a}E[\psi]=O\!\left(\frac1{\ln^2a}\right). \tag{21}
$$

The root-mean-square deviation is thus at most of order $1/\ln a$. At $x=L/4$ the computed deviation from $3/4$ is $-0.023$, $-0.013$ and $-0.010$ for $a=100$, 1000 and 4000.

So the shape expected from a diffusion equation survives at leading order, while its coefficient does not settle. Let $n$ be the density of the gas supplied at the inlet and $\bar v$ the mean molecular speed. The entering flux per area is $n\bar v/4$ and the transmitted flux is $Wn\bar v/4$. Equating the latter to $D_{\rm eff}n/L$ defines

$$
D_{\rm eff}=\frac{\bar vL}{4}W=\frac{\bar vw}{4}\,(aW)\simeq\frac{\bar vw}{4}\left[\ln\frac{2L}{w}-\frac12\right]. \tag{22}
$$

This quantity describes the whole slot. It cannot be assigned to a point from the gap and the molecular speed there, because it contains the distance to which a grazing molecule can fly.

### The two slots with numbers

The example uses round model parameters: $w=500$ nm, $T=500$ K, inlet pressure $p=0.1$ Pa, molar mass 100 g/mol and collision diameter $d=0.6$ nm. The walls are taken as already saturated, so that they no longer consume vapour.

The hard-sphere mean free path is $k_BT/(\sqrt2\pi d^2p)=43.2$ mm. This is 86 times the longer slot, as the model requires. With molecular mass $m$, the mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}=325$ m/s. The entering flux is $p/\sqrt{2\pi mk_BT}=1.178\times10^{21}$ m⁻² s⁻¹.

For $L=50$ µm, $a=100$ and $W=0.0471$. The outlet flux is

$$
0.0471\times1.178\times10^{21}=5.55\times10^{19}\ \text{m}^{-2}\,\text{s}^{-1}.
$$

For $L=500$ µm, $a=1000$ and $W=0.00705$, which gives $8.31\times10^{18}$ m⁻² s⁻¹. The common factor in (22) is $\bar vw/4=4.07\times10^{-5}$ m²/s. Multiplied by $aW=4.709$ and 7.053, it gives $D_{\rm eff}=1.92\times10^{-4}$ and $2.87\times10^{-4}$ m²/s.

The flux ratio of the opening paragraph is now accounted for:

$$
\frac{W(100)}{W(1000)}=10\times\frac{4.709}{7.053}=6.68 .
$$

A diffusivity measured in the short slot and applied to the long one would predict a flux too low by a third, relative to the model's value.

### Where the law stops

The logarithm needs uninterrupted flights up to the length of the slot. If the mean free path lies between $w$ and $L$, collisions in the gas end the longest flights. One then expects $D_{\rm eff}$ to level off when $L$ is much greater than the mean free path. The same is expected when the lateral width lies between $w$ and $L$, since side walls interrupt flights that also move sideways. These two expectations rest on $V(\Lambda)$ with a cutoff of the corresponding size; the constants after the logarithm would have to be worked out anew.

The plates must also be flat. A flight of length $L$ between them stays within a height $w$, so a bow comparable with $w$ over the length of the slot blocks it. Reflection that favours the forward direction makes each flight depend on the one before, so the balance (6) no longer holds, and walls that still adsorb the vapour remove molecules from the balance. Equation (20) covers neither case. For slots that are not long, the wall balance (6) and the flux (7) still hold under the other assumptions of the model, and they should be solved directly.

The numerical output below gives the computed values with their units.

## Values computed for the example and the checks

```
Monte Carlo, L/w=20: W = 0.1547 +- 0.0007
Integral equation, L/w=20: W = 0.1539
Direct passage, L/w=20: 0.0250, MC 0.0248
Mesh change of (L/w)W at L/w=100: 5.3e-06
L/w | W | (L/w)W | ln(2L/w)-1/2 | (L/w)W/ln(L/w)
100 | 0.047092 | 4.7092 | 4.7983 | 1.0226
1000 | 0.007053 | 7.0528 | 7.1009 | 1.0210
4000 | 0.002113 | 8.4523 | 8.4872 | 1.0191
L/w | (L/w)(W_lin-W) | its Fourier bound | phi(L/4)-3/4
100 | 0.0958 | 0.1529 | -0.0232
1000 | 0.0487 | 0.0965 | -0.0128
4000 | 0.0350 | 0.0772 | -0.0100
L/w=100000: (L/w)W between 11.6536 and 11.7061
Flight cutoff: 10.125 w
Second moment up to cutoff: 2.0154 w^2
Cut slot, d(L/w)/d(1/W), L/w 100-200: 2.0256
Cut slot, d(L/w)/d(1/W), L/w 200-1000: 2.0256
Cut slot, L/w=100: (L/w)W = 1.9759
Cut slot, L/w=1000: (L/w)W = 2.0205
Full slot, same slope, L/w 100-1000: 7.4657
Full slot, same slope, L/w 1000-4000: 9.0510
Gap: 500 nm; temperature: 500 K
Inlet pressure: 0.1 Pa
Molar mass: 100 g/mol
Collision diameter: 0.6 nm
Mean free path: 43.2 mm
Mean speed: 325.4 m/s
Inlet flux: 1.178e+21 m^-2 s^-1
Length 50 um: W = 0.04709
  outlet flux = 5.549e+19 m^-2 s^-1
  effective diffusivity = 1.915e-04 m^2/s
Length 500 um: W = 0.00705
  outlet flux = 8.310e+18 m^-2 s^-1
  effective diffusivity = 2.868e-04 m^2/s
Outlet flux ratio, short/long: 6.677
Diffusivity ratio, long/short: 1.498
```
